\section*{Long-Channel Subthreshold Swing from Charge Balance and from Potential Response, part 1}

(Sections cited here and not found follow in the second part.)

\section{The swing from the charge balance}

\subsection{Definitions and conventions}

The subthreshold swing of a transistor is the change of gate voltage that changes the drain current by a factor of ten, at fixed drain voltage $V_D$:
\begin{equation}
S=\frac{dV_G}{d\log_{10}I_D}=\ln 10\,\frac{dV_G}{d\ln I_D}.
\label{eq:def}
\end{equation}
The second form follows from $\log_{10}I_D=\ln I_D/\ln 10$. A small swing means that a small gate voltage suffices to turn the transistor off.

The transistor considered here has an n-type source and drain in a p-type body with uniform acceptor density $N_A$. Source and body are grounded. The coordinate $x$ runs along the channel from source ($x=0$) to drain ($x=L$), and $z$ runs from the oxide interface ($z=0$) into the body. The channel width is $W$. SI units are used, $e>0$ is the elementary charge, and all charges and capacitances are per unit area. The thermal voltage is $v=kT/e$.

The electrostatic potential $\psi(z)$ is zero deep in the body, and its value at the interface is the surface potential $\psi_s$. The field $F=-d\psi/dz$ is positive when it points into the body, and $F_s$ is its value at the semiconductor side of the interface. The permittivities are $\varepsilon_s$ for the body and $\varepsilon_{ox}$ for the oxide of thickness $t_{ox}$, so that $C_{ox}=\varepsilon_{ox}/t_{ox}$.

Carriers obey Boltzmann statistics, and the acceptors are fully ionized. With intrinsic density $n_i$ and the intrinsic level at midgap, the Fermi level deep in the body lies $e\phi_F$ below midgap, where
\begin{equation}
N_A=n_i e^{\phi_F/v},\qquad \phi_F=v\ln\frac{N_A}{n_i}.
\end{equation}
A drain voltage separates the electron quasi-Fermi level from that of the holes. The separation is written $eV(x)$, with $V(0)=0$ and $V(L)=V_D$. The densities are then
\begin{equation}
p=N_Ae^{-\psi/v},\qquad n=\frac{n_i^2}{N_A}e^{(\psi-V)/v}.
\label{eq:densities}
\end{equation}
The electron density at the interface is $n_s$, and the electron charge has magnitude $Q_i=e\int n\,dz$.

The channel is long. This means that fields vary much more slowly along $x$ than along $z$, so that Poisson's equation can be solved in $z$ alone at each $x$, and that $V$ does not depend on $z$. This is the gradual-channel approximation. Leakage, tunnelling and quantum confinement are left out.

\subsection{The current}

The electron current density along $x$ is the sum of drift and diffusion. With constant mobility $\mu$ and the Einstein relation $D=\mu v$,
\begin{align}
J_x&=-e\mu n\frac{\partial\psi}{\partial x}+e\mu v\frac{\partial n}{\partial x}\nonumber\\
&=-e\mu n\frac{\partial\psi}{\partial x}
+e\mu n\left(\frac{\partial\psi}{\partial x}-\frac{dV}{dx}\right)
=-e\mu n\frac{dV}{dx}.
\end{align}
The second line uses the derivative of $n$ in \eqref{eq:densities}. The minus sign says that conventional current flows from drain to source. Counting $I_D$ as positive in that direction and integrating over width and depth gives
\begin{equation}
I_D=\mu WQ_i\frac{dV}{dx}.
\end{equation}
Without recombination or leakage, $I_D$ is the same at every $x$. Integration from source to drain gives
\begin{equation}
I_D=\mu\frac{W}{L}\int_0^{V_D}Q_i(V)\,dV.
\label{eq:current}
\end{equation}
For $V_D\ll v$ the charge is nearly uniform along the channel, so $I_D=\mu(W/L)Q_iV_D$. At fixed $V_D$ the current is then proportional to $Q_i$, and
\begin{equation}
S=\ln10\;\frac{dV_G/d\psi_s}{d\ln Q_i/d\psi_s}.
\label{eq:chain}
\end{equation}
The numerator asks how much gate voltage is needed to move the surface potential. The denominator asks how strongly the channel charge responds to that movement.

\subsection{Depletion charge}

In weak inversion the electrons are too few to affect the potential. Poisson's equation is then
\begin{equation}
\frac{dF}{dz}=-\frac{e}{\varepsilon_s}(N_A-p).
\label{eq:poisson}
\end{equation}
Since $d\psi/dz=-F$, the left side equals $-F\,dF/d\psi$. Therefore
\begin{equation}
F\frac{dF}{d\psi}=\frac{eN_A}{\varepsilon_s}\left(1-e^{-\psi/v}\right).
\end{equation}
Both $F$ and $\psi$ vanish deep in the body. Integration from there gives
\begin{equation}
\frac{F^2}{2}=\frac{eN_A}{\varepsilon_s}\left(\psi-v+ve^{-\psi/v}\right).
\end{equation}
Where $\psi$ is several times $v$, the exponential can be dropped:
\begin{equation}
F^2=\frac{2eN_A}{\varepsilon_s}(\psi-v),\qquad
F_s^2=\frac{2eN_A}{\varepsilon_s}\,a,\qquad a=\psi_s-v.
\label{eq:field}
\end{equation}
The subtraction of $v$ is the effect of holes that spread into the edge of the depleted region and neutralize part of the acceptor charge there.

By Gauss's law the net charge of acceptors and holes has magnitude $Q_d=\varepsilon_sF_s$. Differentiating $F_s^2$ gives $2F_s\,dF_s/d\psi_s=2eN_A/\varepsilon_s$, so the depletion capacitance is
\begin{equation}
C_d=\frac{dQ_d}{d\psi_s}=\frac{eN_A}{F_s}=\frac{\varepsilon_s}{w},
\qquad w=\frac{\varepsilon_sF_s}{eN_A}.
\label{eq:cd}
\end{equation}
The length $w$ is the width of a fully depleted layer that holds the charge $Q_d$. Combining its definition with \eqref{eq:field} gives a relation needed later:
\begin{equation}
F_sw=\frac{\varepsilon_sF_s^2}{eN_A}=2a.
\label{eq:fw}
\end{equation}

\subsection{Interface-trap charge}

Let there be $D_{it}$ trap levels per unit area and energy, uniform across a gap of width $G$. Levels above midgap are acceptor-like, negative when filled and neutral when empty. Levels below midgap are donor-like, neutral when filled and positive when empty. The traps are assumed to exchange electrons with the channel fast enough to follow its quasi-Fermi level during the gate sweep.

At the surface the bands are lowered by $e\psi_s$, so the electron quasi-Fermi level lies at
\begin{equation}
\eta=e(\psi_s-\phi_F-V)
\end{equation}
relative to midgap. With energy $u$ measured from midgap and occupation $f=[1+e^{(u-\eta)/kT}]^{-1}$, the trap charge is
\begin{align}
Q_{it}&=eD_{it}\int_{-G/2}^{0}(1-f)\,du-eD_{it}\int_0^{G/2}f\,du\nonumber\\
&=eD_{it}\left[\frac G2-\int_{-G/2}^{G/2}f\,du\right].
\end{align}
The remaining integral is elementary:
\begin{equation}
\int_{-G/2}^{G/2}f\,du=kT\ln\frac{1+e^{(\eta+G/2)/kT}}{1+e^{(\eta-G/2)/kT}}
\simeq\eta+\frac G2.
\end{equation}
The last form holds when $\eta$ is several $kT$ away from both band edges. Hence
\begin{equation}
Q_{it}=-e^2D_{it}(\psi_s-\phi_F-V),\qquad C_{it}=-\frac{\partial Q_{it}}{\partial\psi_s}=e^2D_{it}.
\label{eq:trap}
\end{equation}
One factor $e$ converts potential to energy, and the other converts the number of electrons to charge. If the traps are too slow to follow the sweep, $Q_{it}$ stays constant and $C_{it}$ drops out of the swing.

\subsection{The capacitive divider}

Let $V_G$ be measured from the gate voltage that would give flat bands in the absence of trap charge. The voltage across the oxide is $V_G-\psi_s$, and the charge on the gate balances all charge on the other side:
\begin{equation}
C_{ox}(V_G-\psi_s)=Q_d+Q_i-Q_{it}.
\label{eq:balance}
\end{equation}
The signs follow from the definitions: $Q_d$ and $Q_i$ are magnitudes of negative charges, while $Q_{it}$ carries its own sign. Neglecting $Q_i$ and differentiating at $V=0$ gives
\begin{equation}
\frac{dV_G}{d\psi_s}=1+\frac{C_d+C_{it}}{C_{ox}}\equiv m.
\label{eq:m}
\end{equation}
The oxide is in series with the depleted layer and the traps, which act in parallel. Each part of the gate charge that is balanced by acceptors or traps costs oxide voltage without adding channel electrons.

Neglecting $Q_i$ in this step requires $dQ_i/d\psi_s\simeq Q_i/v\ll C_{ox}+C_d+C_{it}$. It is the slope of $Q_i$ that matters here, and this slope grows exponentially with $\psi_s$. The channel response derived next also requires $Q_i\ll Q_d$, so that the electrons do not alter the field across their own layer. For very large $C_{ox}$ this second condition is the stricter one.

\subsection{The channel charge}

Because the body is uniform, \eqref{eq:field} gives $F$ as a function of $\psi$ alone. Changing the variable of integration from $z$ to $\psi$, with $dz=-d\psi/F$, yields
\begin{equation}
Q_i=e\int_{\psi_c}^{\psi_s}\frac{n(\psi)}{F(\psi)}\,d\psi.
\label{eq:qi}
\end{equation}
The lower limit $\psi_c$ is a fixed potential of several $v$, well below $\psi_s$. Electrons deeper than this are exponentially few compared with those near the interface.

The integrand does not depend on $\psi_s$, so the derivative comes from the upper limit:
\begin{equation}
\frac{dQ_i}{d\psi_s}=\frac{en_s}{F_s},\qquad
\frac{d\ln Q_i}{d\psi_s}=\frac{en_s}{F_sQ_i}.
\label{eq:slope}
\end{equation}
To evaluate $Q_i$ itself, set $y=\psi_s-\psi$. Then $n=n_se^{-y/v}$ and $F=F_s\sqrt{1-y/a}$. The exponential restricts $y$ to a few $v$, which is small compared with $a$, so the square root may be expanded:
\begin{align}
Q_i&\simeq\frac{en_s}{F_s}\int_0^\infty e^{-y/v}
\left(1+\frac{y}{2a}+\frac{3y^2}{8a^2}\right)dy\nonumber\\
&=\frac{en_sv}{F_s}\left(1+\frac{v}{2a}+\frac{3v^2}{4a^2}\right).
\label{eq:qexp}
\end{align}
The three integrals are $v$, $v^2$ and $2v^3$. Inserting this in \eqref{eq:slope} and expanding the reciprocal gives
\begin{equation}
\frac{d\ln Q_i}{d\psi_s}=\frac1v\left(1-\frac{v}{2a}-\frac{v^2}{2a^2}+\dots\right).
\label{eq:response}
\end{equation}
The second-order coefficient is $(1/2)^2-3/4=-1/2$.

The leading term is the Boltzmann factor. The first correction has a geometric meaning: the electron layer has thickness $v/F_s$, and a larger surface potential brings a larger field, which presses the layer thinner. The charge therefore grows slightly more slowly than the surface density.

\subsection{Result and ideal limit}

Keeping the first correction and using \eqref{eq:chain} and \eqref{eq:m},
\begin{equation}
S=\ln10\,\frac{kT}{e}\;
\frac{1+(C_d+C_{it})/C_{ox}}{h},\qquad
h=1-\frac{v}{2(\psi_s-v)}.
\label{eq:result}
\end{equation}
Setting $h=1$ gives the simpler formula $S=\ln10\,(kT/e)\,m$. If in addition $C_d$ and $C_{it}$ are much smaller than $C_{ox}$, then
\begin{equation}
S\to\ln10\,\frac{kT}{e}.
\end{equation}
At 300 K, where $v=25.852$ mV, this is $2.3026\times25.852=59.53$ mV per decade. The surface potential then follows the gate voltage one for one, and the electrons are those in the thermal tail above the source barrier.

\section{The swing from the potential response, and a comparison}

\subsection{Symbols and results carried over}

The body has acceptor density $N_A$ and permittivity $\varepsilon_s$. The potential is $\psi(z)$, with surface value $\psi_s$, and $F=-d\psi/dz$ is the field, with surface value $F_s$. The hole density is $p=N_Ae^{-\psi/v}$ with $v=kT/e$. The electron density $n$ is proportional to $e^{(\psi-V)/v}$, where $eV$ is the quasi-Fermi splitting. Its surface value is $n_s$, and the channel charge is $Q_i=e\int n\,dz$. The capacitances per area are $C_{ox}$, $C_d=\varepsilon_s/w$ and $C_{it}=e^2D_{it}$, with $w=\varepsilon_sF_s/(eN_A)$. The first derivation gave $S=\ln10\,v\,m/h$, with $m=1+(C_d+C_{it})/C_{ox}$ and $h=1-v/(2a)$, where $a=\psi_s-v$.

The second derivation does not evaluate total charges. It follows a small change $\delta V_G$ through the device and asks how the potential changes at each depth.

\subsection{The current as diffusion}

Without traps, $V$ does not enter the charge balance in weak inversion, so the potential is the same at both ends of the channel. There is no field along $x$, and the electrons move by diffusion. At each depth the density at the drain end is $n(0,z)e^{-V_D/v}$. With a constant diffusion coefficient $D=\mu v$ and no recombination, the density falls linearly along $x$, and
\begin{equation}
I_D=eDW\int\frac{n(0,z)-n(L,z)}{L}\,dz
=\mu v\frac WL\,Q_i(0)\left(1-e^{-V_D/v}\right),
\label{eq:diff}
\end{equation}
where $Q_i(0)$ is the charge at the source end. At any fixed $V_D$ the current is proportional to this charge. With traps present the argument is restricted to $V_D\ll v$. The channel is then a conductor close to equilibrium with sheet conductivity $\mu Q_i$, and again $I_D\propto Q_i$. In both cases $S=\ln10\,\delta V_G/\delta\ln Q_i$.

The charge balance has given the swing as $S=\ln10\,v\,m/h$, and the second derivation has so far reduced the swing to $S=\ln10\,\delta V_G/\delta\ln Q_i$. It remains to find how the potential and channel charge respond to the gate, compare the two derivations, and test the formula and its limits on a worked example.

Numbers in the example were calculated in double precision.
